# Sub-Nernstian pH response of oxide surfaces from proton buffering and double-layer capacitance

## What the 59 mV rule gets wrong

Suppose a model of an oxide in solution sets the surface potential by assigning 59 mV to every pH unit away from the point of zero charge. For the main example below, four pH units then give 237 mV, whereas the charge balance gives 199 mV. For a surface whose two proton constants lie further apart, the local slope at the point of zero charge is 2.3 mV per pH, so the rule fails by a factor of about 26. Using it for a zeta potential adds a second error, because part of the potential drops before the diffuse layer begins. These figures belong to a model surface, a site with two proton constants and a Stern capacitance of 0.2 F/m², and not to a particular oxide. With a Stern capacitance of 1 F/m² the 199 mV becomes 172 mV. A site with a single proton constant and charges \(\pm\tfrac12\), at the same density and 0.2 F/m², gives 232 mV and a slope of 58 mV per pH at the point of zero charge, so there the rule nearly holds.

The missing quantity is a ratio of two capacitances. One measures how readily surface sites exchange protons, the other how much charge the double layer needs for a given change of potential.

## Proton equilibrium at the surface

Let \(\psi_0\) be the potential at the surface sites relative to bulk solution, and let \(V_T=kT/e\). SI units are used, with potentials quoted in mV. A proton has the same electrochemical potential at the surface and in the bulk:

\[
\mu^\circ+kT\ln a_s+e\psi_0=\mu^\circ+kT\ln a_b .
\]

Therefore \(a_s=a_b e^{-\psi_0/V_T}\). Taking \(-\log_{10}\) of both sides gives the pH felt by the sites,

\[
\mathrm{pH}_s=\mathrm{pH}+\frac{\psi_0}{V_T\ln 10}.
\]

A positive surface repels protons, so its local pH is higher than the bulk pH. A perfectly Nernstian surface would hold \(\mathrm{pH}_s\) fixed, and then \(d\psi_0/d\mathrm{pH}=-V_T\ln10\), which is \(-59.16\) mV per pH at 298.15 K.

## The slope from charge balance

Let \(\sigma_0\) be the proton charge per area. It is assumed to depend on \(\mathrm{pH}_s\) alone: the intrinsic proton constants do not change with coverage, and no other ion binds to the sites. The buffer capacity per area is

\[
\beta=-\frac{1}{e}\frac{d\sigma_0}{d\mathrm{pH}_s}>0 .
\]

The minus sign makes \(\beta\) positive, since raising the pH removes protons.

The solution must supply the opposite charge. Charge inside the solid is neglected. At fixed ionic strength, the surface charge that the double layer can balance is a function \(Q(\psi_0)\), with differential capacitance \(C=dQ/d\psi_0\). Differentiating \(\sigma_0(\mathrm{pH}_s)=Q(\psi_0)\) with respect to bulk pH, and writing \(\psi_0'=d\psi_0/d\mathrm{pH}\), gives

\[
-e\beta\left(1+\frac{\psi_0'}{V_T\ln10}\right)=C\psi_0' .
\]

The bracket is \(d\mathrm{pH}_s/d\mathrm{pH}\). Collecting the terms in \(\psi_0'\),

\[
-e\beta=\left(C+\frac{e\beta}{V_T\ln10}\right)\psi_0' .
\]

The second term in the bracket is a capacitance per area,

\[
C_p=\frac{e\beta}{V_T\ln10}=\frac{e^2\beta}{kT\ln10}.
\]

Substituting \(e\beta=C_pV_T\ln10\) yields

\[
\boxed{\frac{d\psi_0}{d\mathrm{pH}}=-\alpha V_T\ln10,\qquad
\alpha=\frac{C_p}{C_p+C}}
\]

For finite positive \(C_p\) and \(C\), \(0<\alpha<1\), so the response is strictly sub-Nernstian. The surface pH takes up the remainder:

\[
\frac{d\mathrm{pH}_s}{d\mathrm{pH}}=1-\alpha=\frac{C}{C_p+C}.
\]

There are two limits. If \(C_p\gg C\), a tiny shift of surface pH releases all the charge the double layer needs, and the slope approaches the Nernst value with relative deficit \(1-\alpha\simeq C/C_p\). If \(C_p\ll C\), the surface pH follows the bulk pH, and \(\psi_0'\simeq-e\beta/C\): the sites titrate almost as if there were no potential, and the small charge they release is divided by \(C\).

## Buffer capacity of an amphoteric site

Take \(N\) equivalent sites per area, each in one of the states MOH\(_2^+\), MOH or MO\(^-\), with fractions \(\theta_+,\theta_0,\theta_-\). With activities in solution set equal to concentrations relative to 1 mol/L, mass action for the two deprotonations reads

\[
K_1=\frac{a_s\theta_0}{\theta_+},\qquad K_2=\frac{a_s\theta_-}{\theta_0}.
\]

The charge vanishes when \(\theta_+=\theta_-\), that is, when \(a_s^2=K_1K_2\). There \(\psi_0=0\), so \(\mathrm{pH}_{pzc}=(pK_1+pK_2)/2\). Define

\[
\Delta pK=pK_2-pK_1,\quad r=\sqrt{K_2/K_1}=10^{-\Delta pK/2},\quad
x=\ln10\,(\mathrm{pH}_s-\mathrm{pH}_{pzc}).
\]

Then \(a_s=\sqrt{K_1K_2}\,e^{-x}\), and the populations relative to MOH are \(\theta_+/\theta_0=a_s/K_1=re^{-x}\) and \(\theta_-/\theta_0=K_2/a_s=re^{x}\). With \(D=1+2r\cosh x\), normalization gives the mean charge number

\[
\langle z\rangle=\theta_+-\theta_-=-\frac{2r\sinh x}{D},\qquad \sigma_0=eN\langle z\rangle .
\]

Since \(D'=2r\sinh x\), the derivative is

\[
-\frac{d\langle z\rangle}{dx}
=\frac{2r\cosh x\,(1+2r\cosh x)-4r^2\sinh^2x}{D^2}
=\frac{2r(2r+\cosh x)}{D^2}.
\]

The last step uses \(\cosh^2x-\sinh^2x=1\). Because \(\langle z^2\rangle=\theta_++\theta_-=2r\cosh x/D\), the middle expression is also \(\langle z^2\rangle-\langle z\rangle^2\), the variance of the site charge. With \(dx/d\mathrm{pH}_s=\ln10\),

\[
\beta=N\ln10\,\mathrm{Var}(z),\qquad
C_p=\frac{e^2N}{kT}\mathrm{Var}(z),\qquad
\mathrm{Var}(z)=\frac{2r(2r+\cosh x)}{(1+2r\cosh x)^2}.
\]

A site buffers only to the extent that its charge fluctuates. If nearly all sites are neutral MOH, \(C_p\) is only a small fraction of \(e^2N/kT\), though for a dense layer it can still exceed \(C\). At the point of zero charge, \(x=0\) and

\[
\mathrm{Var}(z)=\frac{2r}{1+2r}.
\]

For small \(r\) this is close to \(2r\), so two extra units of \(\Delta pK\) cost about a factor of ten in \(C_p\).

### Where buffering is strongest

Put \(u=\cosh x\ge1\). Differentiation gives

\[
\frac{d\,\mathrm{Var}}{du}
=\frac{2r[(1+2ru)-4r(2r+u)]}{(1+2ru)^3}
=\frac{2r(1-8r^2-2ru)}{(1+2ru)^3}.
\]

At \(u=1\) the last bracket in the numerator is \((1-4r)(1+2r)\). For \(r<1/4\), or \(\Delta pK>2\log_{10}4=1.204\), it is positive, and the point of zero charge is a local minimum of buffering. The maximum lies at \(u_*=(1-8r^2)/(2r)\). There \(2r+u_*=(1-4r^2)/(2r)\) and \(1+2ru_*=2(1-4r^2)\), hence

\[
\mathrm{Var}_{max}=\frac{1}{4(1-4r^2)} .
\]

For small \(r\) this is nearly \(1/4\), the variance of a site divided equally between two adjacent charge states. For \(r\ge1/4\) the derivative is not positive anywhere in \(u\ge1\), and buffering is greatest at the point of zero charge.

## Capacitance of the double layer

The solution is modelled by a charge-free Stern layer of constant capacitance \(C_S\), followed by a diffuse layer of a 1:1 electrolyte with number density \(n\) and permittivity \(\varepsilon\). Poisson–Boltzmann theory treats the ions as points in a mean potential. With \(w=\psi/V_T\) and distance \(s\) from the inner edge,

\[
\frac{d^2w}{ds^2}=\kappa^2\sinh w,\qquad
\kappa^2=\frac{2en}{\varepsilon V_T}.
\]

Multiply by \(dw/ds\) and integrate from the bulk, where both \(w\) and its derivative vanish:

\[
\frac12\left(\frac{dw}{ds}\right)^2=\kappa^2(\cosh w-1)=2\kappa^2\sinh^2\frac w2 .
\]

The decaying solution has \(dw/ds=-2\kappa\sinh(w/2)\). Gauss's law gives \(\sigma_0=-\varepsilon\,d\psi/ds\) at the inner edge, where the potential is \(\psi_d\). Thus

\[
\sigma_0=2\varepsilon\kappa V_T\sinh\frac{\psi_d}{2V_T},\qquad
C_{GC}=\frac{d\sigma_0}{d\psi_d}=\varepsilon\kappa\cosh\frac{\psi_d}{2V_T}.
\]

The Stern layer adds \(\psi_0-\psi_d=\sigma_0/C_S\). Differentiating \(\psi_0\) with respect to \(\sigma_0\) gives the series rule

\[
\frac1C=\frac1{C_S}+\frac1{C_{GC}} .
\]

It follows that \(C<C_S\), and so \(\alpha>C_p/(C_p+C_S)\). This lower bound needs no knowledge of the diffuse layer beyond that already contained in \(C_p\).

## When the slope approaches 59 mV per pH

To reach a fraction \(q\) of the Nernst slope, \(C_p/(C_p+C)\ge q\) must hold, which rearranges to

\[
C_p\ge\frac{q}{1-q}C .
\]

For 95 percent, \(C_p\) must be at least 19 times \(C\). At the point of zero charge, define the required variance \(v=qCkT/[(1-q)e^2N]\). If \(v\ge1\), no finite \(r\) suffices. Otherwise \(2r/(1+2r)\ge v\) gives

\[
r\ge\frac{v}{2(1-v)},\qquad
\Delta pK\le-2\log_{10}\frac{v}{2(1-v)} .
\]

At the point of zero charge lower salt helps, because there \(C_{GC}=\varepsilon\kappa\propto\sqrt n\). Away from it the advantage shrinks and can reverse, since lower salt also keeps \(\mathrm{pH}_s\) closer to the point of zero charge, where \(C_p\) may be smaller. For the worked example below at pH 2, the slope at fixed ionic strength is \(-52.4\) mV per pH at 0.011 mol/L and \(-52.6\) at 0.1 mol/L. At fixed \(r>0\), \(C\) at the point of zero charge would vanish with \(n\), and \(\alpha\) would tend to one. In water this limit is cut off, since H\(^+\) and OH\(^-\) themselves contribute to the ionic strength.

Far from the point of zero charge the response ends. The charge cannot exceed \(eN\) in magnitude, so \(\psi_0\) is bounded while \(|x|\) keeps growing. For large \(|x|\), \(\mathrm{Var}(z)\simeq e^{-|x|}/r\), and the slope then falls about tenfold per pH unit. Near-Nernstian behaviour in this model is therefore confined to a finite range of pH. For dense sites the end of the response lies far outside the pH scale of water: for the worked example below the formal bound on \(\psi_0\) is 4.2 V, equivalent to about 71 pH units at the Nernst slope. That value is beyond the model's validity, since 4 V across a layer a few tenths of a nanometre thick is a field near \(10^{10}\) V/m. In water, saturation matters for sparse sites, not for that surface. Absence of saturation does not make that surface near-Nernstian: its \(\alpha\) exceeds 0.9 only more than 4.7 pH units from the point of zero charge, and it does not reach 0.95 between pH 0 and 14.

## Worked example

The model parameters are \(N=5\) nm\(^{-2}\), \(\mathrm{pH}_{pzc}=6\), \(\Delta pK=4\), \(C_S=0.2\) F/m², salt 0.1 mol/L, relative permittivity 78 and \(T=298.15\) K. The total ionic strength is held fixed as the pH changes.

Here \(r=0.01\), so \(\mathrm{Var}(z)=0.02/1.02=0.0196\) at the point of zero charge. With \(e^2N/kT=31.18\) F/m²,

\[
C_p=31.18\times0.01961=0.611\ \mathrm{F/m^2}.
\]

The Debye length \(1/\kappa=0.959\) nm gives \(C_{GC}=0.720\) F/m². Hence

\[
C=\frac{0.200\times0.720}{0.920}=0.157\ \mathrm{F/m^2},\qquad
\alpha=\frac{0.611}{0.611+0.157}=0.796,
\]

and the slope is \(-0.796\times59.16=-47.1\) mV per pH.

Moving from pH 6 to pH 2 steepens it to \(-52.6\) mV per pH. Over this range \(C_p\) rises from 0.611 to 1.323 F/m², while \(C\) rises only from 0.157 to 0.165 F/m². The surface is leaving its local minimum of buffering.

For a finite pH interval, the definition of \(x\) gives

\[
\psi_0=-V_T\ln10\,(\mathrm{pH}-\mathrm{pH}_{pzc})+V_Tx .
\]

At pH 2 the surface pH is 5.359, so \(x=-1.476\) and \(\psi_0=236.6-37.9=198.7\) mV. The second term is the accumulated shortfall from the Nernst line.

The slopes at the point of zero charge show the competition between \(\Delta pK\) and salt:

| \(\Delta pK\) | 0.001 mol/L | 0.1 mol/L |
|---|---:|---:|
| 2 | −58.6 | −57.4 |
| 4 | −54.4 | −47.1 |
| 8 | −6.2 | −2.3 |

Entries are in mV per pH. The 95 percent criterion allows \(\Delta pK\) up to 3.56 at the lower salt level and 2.56 at the higher. For \(\Delta pK=8\) at 0.1 mol/L, \(C_p\) is only 0.0062 F/m²; reaching 95 percent at the point of zero charge by site density alone would require about 480 times as many sites.

That weak response is local. At pH 2 the same surface has a slope of \(-46.8\) mV per pH. Since \(C\) does not decrease as \(|\psi_d|\) grows, the increase must come from \(C_p\). The slope measured near the point of zero charge therefore cannot be used as a constant over a wide pH range.

Saturation is clear for 0.1 site per nm² with \(\Delta pK=1\) at 0.1 mol/L. The slope magnitude drops from 35.9 mV per pH at pH 6 to 0.04 mV per pH at pH 12. These values illustrate saturation within the smeared-charge model. At this density the sites are about 3 nm apart, more than three Debye lengths, so a site feels much less than the mean potential from its neighbours, and the slopes are not quantitative for a real sparse surface.

## The slope of the zeta potential

If the slip plane is placed at the inner edge of the diffuse layer, zeta equals \(\psi_d\). The same charge crosses both layers, so \(C_{GC}\,d\psi_d=C_S(d\psi_0-d\psi_d)\), and

\[
\frac{d\psi_d}{d\mathrm{pH}}
=\frac{C_S}{C_S+C_{GC}}\frac{d\psi_0}{d\mathrm{pH}}
=-\frac{V_T\ln10}{1+C_{GC}(1/C_S+1/C_p)} .
\]

The second form follows on inserting \(C=C_SC_{GC}/(C_S+C_{GC})\) into \(\alpha\). A zeta slope near 59 mV per pH requires \(C_{GC}\) to be small compared with both \(C_S\) and \(C_p\).

In the main example at pH 6, the factor \(0.200/0.920=0.217\) reduces 47.1 to 10.2 mV per pH. Even a perfectly Nernstian surface would give only about 12.9 mV per pH there. At pH 2 the zeta slope has fallen to 9.2 mV per pH although the surface slope has increased: in the denominator above, the rise of \(C_{GC}\) outweighs the fall of \(1/C_S+1/C_p\). A slip plane further out would require the potential at that plane instead of \(\psi_d\).

## When added acid changes the ionic strength

If the salt concentration \(c\) varies with pH, the double-layer charge has a second dependence, \(Q(\psi_0,c)\). Charge balance becomes

\[
-e\beta\left(1+\frac{\psi_0'}{V_T\ln10}\right)=C\psi_0'+Q_{pH},
\qquad
\psi_0'=-\frac{e\beta+Q_{pH}}{C_p+C},
\]

where \(Q_{pH}\) is the change of \(Q\) per pH unit at fixed \(\psi_0\). Since \(\kappa\propto\sqrt c\),

\[
d\sigma_0=C_{GC}\,d\psi_d+\frac{\sigma_0}{2}\,d\ln c .
\]

At fixed \(\psi_0\) the Stern relation gives \(d\psi_d=-d\sigma_0/C_S\). Solving for \(d\sigma_0\) and using \(C/C_{GC}=C_S/(C_S+C_{GC})\),

\[
Q_{pH}=\frac{\sigma_0}{2}\frac{C}{C_{GC}}\frac{d\ln c}{d\mathrm{pH}} .
\]

For strong acid added to base salt \(c_b\), \(c=c_b+10^{-\mathrm{pH}}\) in mol/L and \(d\ln c/d\mathrm{pH}=-\ln10\,10^{-\mathrm{pH}}/c\). On the acid side \(\sigma_0>0\), so \(Q_{pH}<0\) and the slope becomes less negative. Its magnitude is reduced as long as \(|Q_{pH}|<2e\beta\). Near saturation \(\beta\) is small, and the slope can even change sign: added acid then lowers \(\psi_0\) by screening more than it raises it by proton binding. The correction vanishes at the point of zero charge, where \(\sigma_0=0\).

With the main site parameters, \(c_b=0.001\) mol/L and pH 3, half of the total ionic strength comes from the acid. The slope changes from \(-51.6\) to \(-48.0\) mV per pH, a 7 percent reduction relative to the fixed-ionic-strength value.

## Implementation and checks

For a prescribed pH, use \(\sigma_0\) as the unknown. Compute

\[
\psi_d=2V_T\,\mathrm{arsinh}\frac{\sigma_0}{2\varepsilon\kappa V_T},\qquad
\psi_0=\psi_d+\frac{\sigma_0}{C_S},
\]

then find the zero of \(F(\sigma_0)=\sigma_{sites}(\mathrm{pH},\psi_0)-\sigma_0\), where \(\sigma_{sites}\) is the mass-action charge. As \(\sigma_0\) rises, \(\psi_0\) rises and \(\sigma_{sites}\) falls, so \(F\) decreases strictly. It is positive at \(-eN\) and negative at \(+eN\); this interval brackets the single root. Evaluate \(C_p\) and \(C\) at the solved state, not at zero potential.

A whole curve needs no root search. Choose \(x\), compute \(\sigma_0\), \(\psi_d\) and \(\psi_0\) in turn, and obtain

\[
\mathrm{pH}=\mathrm{pH}_{pzc}+\frac{x}{\ln10}-\frac{\psi_0}{V_T\ln10}.
\]

The surface and diffuse-layer slope formulas were tested against central differences of the solved charge balance for \(\Delta pK=1,2,4,8\), two salt levels and four pH values. All differences were below \(10^{-5}\) of the Nernst slope. A separate boundary-value solution of the Poisson–Boltzmann equation tested the charge relation and its capacitance near \(w=3\). These tests check the algebra within the model at the chosen points; they do not test the neglect of specific ion binding, ion size or activity corrections. The values are collected in the numerical output.

## Computed results

```
temperature = 298.15 K; relative permittivity = 78
site density = 5.0 per nm^2; pzc = pH 6.0
delta pK = 4.0; r = 0.0100
salt = 0.100 mol/L; Stern C = 0.200 F/m^2
thermal voltage kT/e = 25.693 mV
Nernst slope magnitude = 59.159 mV/pH
e^2 N/kT = 31.180 F/m^2
charge variance at pzc = 0.01961
buffer capacity at pzc = 0.2257 per nm^2 per pH
maximum charge variance = 0.25010
pK separation where pzc extremum switches = 1.204
Debye length = 0.9589 nm
Cp at pzc = 0.6114 F/m^2
diffuse C at pzc = 0.7202 F/m^2
series C at pzc = 0.1565 F/m^2
alpha at pzc = 0.7962
surface slope at pzc, formula = -47.100 mV/pH
surface slope at pzc, full solve = -47.100 mV/pH
diffuse-potential slope at pzc = -10.237 mV/pH
profile: pH | psi0 mV | psid mV | sigma C/m^2 | pH_s
  6 | 0.00 | 0.00 | 0.0000 | 6.000
  5 | 47.40 | 10.25 | 0.0074 | 5.801
  4 | 96.20 | 20.48 | 0.0151 | 5.626
  3 | 146.73 | 30.47 | 0.0233 | 5.480
  2 | 198.72 | 39.94 | 0.0318 | 5.359
profile: pH | Cp, C in F/m^2 | psi0, psid slopes in mV/pH
  6 | 0.6114, 0.1565 | -47.10, -10.24
  5 | 0.6725, 0.1572 | -47.95, -10.26
  4 | 0.8347, 0.1591 | -49.69, -10.16
  3 | 1.0606, 0.1619 | -51.32, -9.77
  2 | 1.3232, 0.1652 | -52.59, -9.15
at pzc: delta pK | salt mol/L | Cp F/m^2 | slope mV/pH
  2 | 0.001 | 5.19663 | -58.56
  2 | 0.100 | 5.19663 | -57.43
  4 | 0.001 | 0.61137 | -54.44
  4 | 0.100 | 0.61137 | -47.10
  8 | 0.001 | 0.00623 | -6.23
  8 | 0.100 | 0.00623 | -2.27
delta pK = 8, salt 0.1 mol/L: surface slopes in mV/pH
  pH 6: -2.27; pH 5: -8.63; pH 4: -27.10; pH 3: -40.44; pH 2: -46.80
largest delta pK for 95% at pzc, 0.001 mol/L = 3.556
largest delta pK for 95% at pzc, 0.100 mol/L = 2.556
sparse sites = 0.1 per nm^2, delta pK = 1: slope size 35.90 at pH 6, 0.0383 at pH 12 (mV/pH)
acid case: pH 3, base salt 0.001 mol/L, total 0.002 mol/L
  slope at fixed ionic strength = -51.576 mV/pH
  slope with added acid = -48.027 mV/pH
PB reduced charge at u0=3: numerical 4.258559, formula 4.258559 (dimensionless)
```
